# Overetch needed to clear a sidewall stringer by vertical etching

## Question

I am stuck on an exercise about etching a film that runs over a step. The step has a vertical wall of height $h$. A conformal film of thickness $t$ covers the top, the wall and the lower floor. The film is then etched with perfectly vertical ions until nothing is left, and I am asked for the fractional overetch that removes the strip of film along the wall, the "stringer".

My first thought was that the film on the wall is also $t$ thick, so once the flat film has gone I need the same time again: 100 % overetch, whatever the step height. But vertical ions don't etch sideways, so I doubt that the wall thickness is what counts. I am also unsure what the rounded film surface at the upper corner does, since a tilted surface receives fewer ions per unit area. Does the corner etch more slowly?

The numbers are $t=200$ nm of polysilicon, $h=300$ nm, and an etch rate of 240 nm/min on flat film. There is a 5 nm gate oxide under the film, and polysilicon etches 100 times faster than the oxide. Does the oxide survive?

## Answer

Your doubt is justified. Vertical ions have to remove the film along vertical lines, so the quantity to find is the vertical height of film above each point of the floor. The thickness measured perpendicular to the wall limits how wide the stringer can be, but it does not set how long the stringer takes to clear.

### Film height beside the wall

Put the floor at $z=0$ and the wall at $x=0$, with the step on the side $x<0$ and its top at $z=h$. "Conformal" means here that the film fills every point outside the solid whose distance from the nearest solid surface is at most $t$.

Take a point $(x,z)$ on the low side, with $x>0$. It can belong to the film in two ways.

- It is close enough to the floor: $z\le t$.
- It is close enough to the step. If $z\le h$, the nearest point of the step lies level with it on the wall, at distance $x$. If $z>h$, the nearest point is the upper corner $(0,h)$, at distance $\sqrt{x^2+(z-h)^2}$.

For $x<t$, every point with $z\le h$ is therefore in the film. Above the level of the step top, the film continues as long as

$$x^2+(z-h)^2\le t^2 \quad\Longrightarrow\quad z\le h+\sqrt{t^2-x^2}.$$

The column is filled without a gap from the floor upwards, and its height is the larger of the two limits:

$$H(x)=\max\left[t,\;h+\sqrt{t^2-x^2}\right]\quad(0<x<t),\qquad H(x)=t\quad(x\ge t).$$

The rounded surface is an arc of radius $t$ centred on the upper corner of the step. It is a full quarter circle for $h\ge t$, and only the upper part of one for $h<t$. The square root decreases as $x$ grows, so the tallest column stands directly beside the wall:

$$H(x\to0^+)=h+t.$$

This holds for a step higher than the film thickness and for a lower one. The maximum in $H(x)$ matters for $h<t$, where the arc would otherwise fall below the flat film surface near $x=t$.

### Does the tilted surface etch more slowly?

Along its own normal it does, but its height falls at the same rate as that of flat film. Assume that each ion removes a fixed volume of film, whatever its angle of incidence. Let $R$ be the etch rate of flat film, and let $\theta$ be the angle between the local surface normal and the vertical.

A tilted surface spreads the same vertical beam over an area larger by $1/\cos\theta$. The flux per unit area of surface is smaller by $\cos\theta$, and so is the recession speed along the normal:

$$v_n=R\cos\theta .$$

We need the speed at which the surface descends at fixed $x$. If a tilted surface moves a distance $\delta$ along its normal, a vertical line meets the new surface lower by $\delta/\cos\theta$, because $\delta$ is the projection of that vertical drop on the normal. Hence

$$v_z=\frac{v_n}{\cos\theta}=\frac{R\cos\theta}{\cos\theta}=R .$$

The two cosines cancel. One can also see this by counting ions: a column of width $dx$ catches the ions that enter over the width $dx$, however its top is tilted. The whole profile therefore moves straight down without changing shape, until it meets the floor. A vertical face catches no ions and stays where it is.

If the yield per ion depends on angle, as it does when physical sputtering contributes, the cancellation is lost on the sloping part. The top of the column at the wall is horizontal, so within this vertical-beam model it starts at the rate $R$. It need not keep that rate: if slopes etch faster than flat film, the sloping part can spread to the wall and clear the column sooner.

### The overetch

A column of height $H$ clears after the time $H/R$. Flat film and the column at the wall need

$$T_\text{flat}=\frac{t}{R},\qquad T_\text{wall}=\frac{t+h}{R}.$$

The fractional overetch $f$ is the extra time divided by the time that clears the flat film:

$$f=\frac{T_\text{wall}-T_\text{flat}}{T_\text{flat}}
=\frac{(t+h)/R-t/R}{t/R}=\frac{h/R}{t/R},$$

$$\boxed{f=\frac{h}{t}}$$

No smaller value will do. If $f<h/t$, then $(1+f)t<t+h$, and the columns close to the wall are still taller than the depth etched.

For your numbers the rate is $240/60=4.0$ nm/s, so

$$T_\text{flat}=\frac{200}{4.0}=50\ \text{s},\qquad
T_\text{wall}=\frac{200+300}{4.0}=125\ \text{s},\qquad
f=\frac{300}{200}=1.50 .$$

You need 75 s of overetch, or 150 %. As a test of the geometry, the film was also built from small cells, keeping each cell that lies within 200 nm of the solid. The tallest column divided by the flat one, minus one, came out as 1.500.

Your value of 100 % is correct for $h=t$ and for no other step height. For a vanishing step $f$ tends to zero, as it must. At fixed $h$ a thicker film needs a smaller *fraction*, but the overetch *time* $h/R$ doesn't depend on $t$ at all.

The same reasoning shows what happens if the film is not conformal. Let its thickness be $t_\text{top}$ on the step and $t_\text{floor}$ on the floor. Provided that the film covers the whole wall without voids and joins the film on the step at its full height, without bulging above it, and that $t_\text{floor}\le h+t_\text{top}$, the tallest column is $h+t_\text{top}$, and

$$f=\frac{h+t_\text{top}}{t_\text{floor}}-1 .$$

The film thickness on the wall does not appear. With $t_\text{top}=t_\text{floor}=t$ this returns to $h/t$.

### What is left if you stop early

After a partial overetch $f<h/t$, the depth etched is $(1+f)t$. The height left at the wall is

$$s=(h+t)-(1+f)t=h-ft .$$

At a distance $x<t$ from the wall, film remains if $h+\sqrt{t^2-x^2}>(1+f)t$. Since $(1+f)t-h=t-s$, this condition is

$$\sqrt{t^2-x^2}>t-s .$$

If $s\ge t$, the right side is zero or negative, and the condition holds for every $x<t$. The stringer then has its full width $t$. If $s<t$, both sides may be squared, which gives $x^2<t^2-(t-s)^2$. The width is

$$w=\sqrt{t^2-(t-s)^2}=\sqrt{2ts-s^2}\;\approx\;\sqrt{2ts}\quad(s\ll t).$$

For your film and step:

| Overetch | Height at wall (nm) | Width (nm) |
|---|---|---|
| 0 % | 300 | 200 |
| 50 % | 200 | 200 |
| 100 % | 100 | 173 |
| 140 % | 20 | 87 |
| 149 % | 2 | 28 |

The row for 100 % is what your first guess would leave: a ribbon 100 nm high and 173 nm wide. If it runs from one gate line to the next, it is a conducting bridge between them once the polysilicon is doped.

The last row shows the effect of the square root. Stopping 0.5 s too early, which is 1 % of the 50 s flat clearing time, leaves a ribbon 2 nm high but 28 nm wide. The top of the arc is nearly flat, so a wide part of it reaches the floor almost at the same moment.

### Does the oxide survive?

In this model it does. The open floor is exposed from $T_\text{flat}$ to $T_\text{wall}$, which is a time $h/R$. Let $S$ be the selectivity, the etch rate of the film divided by that of the oxide. The oxide then etches at $R/S$ and loses

$$\Delta_\text{ox}=\frac{R}{S}\cdot\frac{h}{R}=\frac{h}{S}=\frac{300}{100}=3.0\ \text{nm}.$$

Of the 5 nm, 2 nm remain. The loss depends on the step height and the selectivity, but not on the film thickness or the etch rate. To keep any oxide of thickness $d$ on the open floor, the selectivity must exceed

$$\frac{h}{d}=\frac{300}{5}=60 .$$

This condition assumes a uniform film, a uniform rate and an overetch of just $h/t$. The next section shows how much of the margin is used up when those assumptions fail.

### Where the ideal result needs correction

**Nonuniformity.** Suppose that the film thickness varies by a fraction $\pm a$ over the wafer and the etch rate by $\pm b$. The last stringer to clear lies where the film is thickest and the rate lowest. Its clearing time is

$$T=\frac{(1+a)t+h}{(1-b)R}.$$

Dividing by the nominal flat clearing time $t/R$ and subtracting one gives

$$f=\frac{1+a+h/t}{1-b}-1 .$$

With $a=b=0.05$ this is $2.55/0.95-1=1.68$, so the overetch rises from 150 % to 168 %. The oxide suffers most where the film is thinnest and the rate highest. If the oxide rate varies in proportion to the film rate, the largest loss is

$$\frac{(1+b)RT-(1-a)t}{S}=\frac{1.05\times510/0.95-190}{100}\approx3.7\ \text{nm}.$$

**Some lateral etching.** One might expect a little sideways etching to shorten the overetch. Let a fraction $e$ of the flat rate be isotropic, so that the normal speed is $(1-e)R\cos\theta+eR$. Flat film still etches at $R$.

The directional part shifts the whole profile down by $p=(1-e)RT$ in the time $T$. Seen from the moving profile, the foot of the wall rises to the height $p$ in the original film, while the isotropic part eats inwards from the original surface to a depth $eRT$. The foot clears when this depth equals the shortest distance from $(0,p)$ to the original surface. Take $h\ge t$ and $e\le1/2$. While $p<t$, the foot cannot clear: every point of the original surface is at least $t$ away from $(0,p)$, but $eRT=ep/(1-e)\le p<t$. Two cases remain.

- For $t\le p\le h$, the nearest surface is the vertical outer face at $x=t$, at distance $t$. A point of the arc is no closer, because its squared distance is $t^2+(h-p)^2+2(h-p)\sqrt{t^2-x^2}\ge t^2$.
- For $h<p\le h+t$, put $u=p-h$. The squared distance to a point of the arc is $t^2+u^2-2u\sqrt{t^2-x^2}$. It is smallest at $x=0$, where the distance is $t-u=t+h-p$, straight up.

In the first case the foot clears from the side when $eRT=t$, so $T=t/(eR)$. This requires $p\le h$ at that time:

$$(1-e)\frac{t}{e}\le h\;\Longrightarrow\; t\le e(t+h)\;\Longrightarrow\; e\ge\frac{t}{t+h}.$$

The limit $e\le1/2$ ensures $p\ge t$ at that time. If $e$ is below the threshold $t/(t+h)$, the second case applies:

$$eRT=t+h-(1-e)RT\;\Longrightarrow\;T=\frac{t+h}{R}.$$

This is the old clearing time. A small isotropic part narrows the stringer from its outer side, but the foot of the wall is still cleared from above.

In the example the threshold is $200/500=0.40$. A numerical calculation of the moving front tests this. For isotropic shares of 0.05 and 0.30, the foot clears when 500 nm of flat film would have been etched, as in the vertical case. For a share of 0.50 it gives 405 nm, about 1 % above the formula value $t/e=400$ nm.

Lateral etching also has a price. With a share of 0.05, the exposed side of a gate line can lose up to $0.05\times500=25$ nm during the full etch.

**Ions that are not quite vertical.** Let the ions have a transverse temperature $k_BT_i=0.1$ eV and a directed energy $E=100$ eV. For ion mass $M$, the rms transverse velocity along $x$ is $\sqrt{k_BT_i/M}$ and the vertical velocity is $\sqrt{2E/M}$. The rms slope of the paths in the $xz$ plane, across the wall, is

$$\sigma=\sqrt{\frac{k_BT_i}{2E}}=\sqrt{\frac{0.1}{200}}=0.022,$$

an angle of 1.3°. Over the depth of the step this is a sideways shift of $h\sigma\approx6.7$ nm. Within about that distance of the wall, the foot is partly shadowed, because ions that would come from the step side are stopped by the step.

Right at the wall, half of the directions are missing. If ions that strike the wall are lost, the flux there falls to one half; sampled ion paths give 0.51 in a narrow strip at the foot. If they reflect like light from a mirror and etch as well as before, they replace the missing ions, and the sampled flux is 1.00.

The first $t$ of the column lies above the step top and is not shadowed. The remaining $h$ etches at no less than about $R/2$ and takes at most $2h/R$. The overetch is then bounded by

$$f\le\frac{2h}{t}=300\ \%.$$

This is a bound for complete loss at the wall, not an estimate of the actual overetch. At the bound the open floor would lose 6.0 nm of oxide, more than the 5 nm available. This does not show that the oxide is lost, because the column beside the wall also catches slanted ions on its exposed flank and clears sooner than the bound says. Following the shadowed profile in time, for a vertical wall that reflects nothing, gives about $1.39\,h/R$ for the remaining height. That is an overetch of about 209 % and an oxide loss of about 4.2 nm. Halving $\sigma$ does not change these values: the shadowed zone becomes narrower, but its flank also erodes more slowly.

**A wall that leans the wrong way.** If the wall is re-entrant, film lies under an overhang. With a tilt of 1° the hidden strip is $300\tan1^\circ\approx5.2$ nm wide. Perfectly vertical ions never reach it, and no amount of overetch with such ions removes it. Clearing it takes some lateral etching, or ions slanted enough to reach under the overhang. With the spread of 1.3° above, only about 22 % of the ion directions reach the foot of this wall. That is less than one half, so the bound $2h/t$, which assumes a vertical wall, no longer holds.

### How this compares with a real gate etch

The values used here are round numbers in the rough range of polysilicon gate etching over topography. A 300 nm step is large for a wafer that has been planarized, and planarizing reduces the required overetch directly through $h$. A selectivity of 100 to oxide belongs to an etch step tuned for selectivity; a fast main etch can be much less selective. If the process changes from the main etch to the selective etch when the flat film clears, a height $h$ is still left at the wall, and the overetch time is $h/R_2$, with $R_2$ the film rate in the selective etch. Real etching breaks the assumptions of uniformity and of perfectly vertical ions. For the numbers above, the first moves 150 % to 168 %, and the second, taken alone and for a vertical wall that reflects nothing, moves it to about 209 %, below the bound of 300 %. The two effects compound: together they give about 230 % and a largest oxide loss of about 5.0 nm, which uses up the whole 5 nm oxide. The value $h/t$ is thus the starting point for choosing an overetch, and the margin has to come from the uniformity and wall angle of the actual process. The numerical output below lists the values for this example.

## Values computed for the example and the checks

```
film thickness t = 200 nm, step height h = 300 nm
etch rate = 240 nm/min = 4.0 nm/s
film height at the wall t + h = 500 nm
flat clearing time = 50.0 s
total time to clear the stringer = 125.0 s
overetch time = 75.0 s
fractional overetch h/t = 1.50 = 150 %
same, counted from film cells = 1.500
largest error of normal-motion front = 0.03 nm
stringer left after partial overetch (height at wall, width):
  f = 0 %: height 300 nm, width 200.0 nm
  f = 50 %: height 200 nm, width 200.0 nm
  f = 100 %: height 100 nm, width 173.2 nm
  f = 125 %: height 50 nm, width 132.3 nm
  f = 140 %: height 20 nm, width 87.2 nm
  f = 149 %: height 2 nm, width 28.2 nm
  sqrt(2 t s) at f = 149 %: 28.3 nm
selectivity = 100, gate oxide = 5.0 nm
oxide loss h/S = 3.00 nm (stepped 3.00 nm)
least selectivity that keeps some oxide = 60
nonuniformity: film +-5 %, rate +-5 %
  overetch needed = 168 %
  largest oxide loss = 3.74 nm
isotropic share that starts to help = 0.40
flat-film depth etched when the wall foot clears:
  isotropic share 0.05: 500 nm
  isotropic share 0.30: 500 nm
  isotropic share 0.50: 405 nm (formula 400 nm)
lateral loss of an exposed line side, share 0.05: at most 25 nm
ion transverse temperature = 0.1 eV, ion energy = 100 eV
rms ion angle = 1.28 degrees
width of shadowed zone at the foot = 6.7 nm
relative flux at foot, no reflection = 0.51
relative flux at foot, specular wall = 1.00
overetch bound without reflection 2h/t = 300 %
oxide loss at that bound = 6.0 nm
film hidden by a wall re-entrant by 1 degree = 5.2 nm wide
```
